**Reciprocity of streaming current and electroosmotic flow in a lopsided nanochannel**

The program tests the equality $I_s/\Delta p=Q_e/\Delta V$, where $I_s$ is the streaming current at pressure drop $\Delta p$ and zero voltage drop, and $Q_e$ is the electroosmotic flow at voltage drop $\Delta V$ and zero pressure drop. The streaming side is a quadrature of the Poisson–Boltzmann charge density with a closed-form velocity; the electroosmotic side is a separate collocation solution with a non-symmetric matrix. Both coefficients come out as $1.055\times10^{-17}$ in SI units, with a relative mismatch of $4\times10^{-12}$ against an asserted limit of $10^{-5}$, and they shift by less than $10^{-9}$ between the two grids. The program also asserts agreement of the numerical and closed-form pressure-driven velocities, agreement with the Bessel-function formula for a round pore at small zeta potential, and a near halving of the thin-layer deficit when the Debye length is halved. Further assertions confirm that the equality survives a 1 nm slip length and a viscosity that varies across the section. When the zeta potential is shifted by $-10$ mV in the electroosmotic run alone, the ratio of the coefficients becomes 1.22, and the program asserts that it exceeds 1.05.

## Verification by program

```python
"""
Result under test: in a uniform channel of any cross-section,
    (streaming current)/(pressure drop) = (electroosmotic flow)/(voltage drop).
The streaming current is taken at zero voltage drop, the flow at zero pressure drop.

The section is the image of the unit disk |w| < 1 under
    z = a (w + c2 w^2 + c3 w^3),   w = r exp(i t).
jac   = |dz/dw|^2, local area factor (m^2)
phi   = e psi / kT, reduced equilibrium potential (Poisson-Boltzmann)
rho   = equilibrium charge density (C/m^3)
Pressure-driven velocity: closed form. Electroosmotic velocity: collocation
solution with a non-symmetric matrix, so reciprocity is not built in.
"""
import numpy as np
from scipy import constants as const
from scipy.special import iv

# Inputs: rough typical values for silica in dilute KCl
temperature = 298.15        # K
eps = 78.4 * const.epsilon_0
eta = 0.89e-3               # Pa s
density = 997.0             # kg/m^3
ion_diffusivity = 2.0e-9    # m^2/s, both ions
heat_conductivity = 0.6     # W/(m K)
salt = 1.0                  # mol/m^3 = mM
scale = 100e-9              # m
length = 100e-6             # m
pressure_drop = 1.0e5       # Pa
voltage_drop = 1.0          # V
zeta_mean, zeta_swing = -0.050, 0.015   # V
slip_length = 1.0e-9        # m, upper-end trial value for a wetted wall
viscoelectric = 1.0e-15     # m^2/V^2, rough
shape = np.array([1.0, 0.18, 0.10 * np.exp(0.9j)])
thermal_voltage = const.k * temperature / const.e


class Section:
    """Chebyshev-Fourier collocation on the disk, mapped to the section."""

    def __init__(self, n_rad, n_ang, coef):
        # n_rad must be odd and n_ang even
        j = np.arange(n_rad + 1)
        x = np.cos(np.pi * j / n_rad)
        c = np.where((j == 0) | (j == n_rad), 2.0, 1.0) * (-1.0) ** j
        d = np.outer(c, 1 / c) / (x[:, None] - x[None, :] + np.eye(n_rad + 1))
        d -= np.diag(d.sum(axis=1))
        half = (n_rad + 1) // 2
        mirror = n_rad - np.arange(half)
        ident = np.eye(n_ang)
        half_turn = np.roll(ident, n_ang // 2, axis=1)

        def fold(m):
            # a point at negative r is the point at |r| turned by pi
            return (np.kron(m[:half, :half], ident)
                    + np.kron(m[:half, mirror], half_turn))

        step = 2 * np.pi / n_ang
        k = np.arange(n_ang)[:, None] - np.arange(n_ang)[None, :]
        off = k != 0
        sign = (-1.0) ** np.abs(k)
        first = np.zeros((n_ang, n_ang))
        second = np.full((n_ang, n_ang), -np.pi**2 / (3 * step**2) - 1 / 6)
        first[off] = 0.5 * sign[off] / np.tan(k[off] * step / 2)
        second[off] = -0.5 * sign[off] / np.sin(k[off] * step / 2) ** 2

        self.n_ang = n_ang
        self.r = np.repeat(x[:half], n_ang)
        self.t = np.tile(step * np.arange(n_ang), half)
        self.d_r = fold(d)
        self.d_t = np.kron(np.eye(half), first)
        self.lap = (fold(d @ d) + self.d_r / self.r[:, None]
                    + np.kron(np.diag(1 / x[:half] ** 2), second))
        self.coef = coef
        self.w = self.r * np.exp(1j * self.t)
        self.slope = coef[0] + 2 * coef[1] * self.w + 3 * coef[2] * self.w**2
        self.jac = scale**2 * np.abs(self.slope) ** 2
        # radial weights for the integral of g(r) r dr, exact for even powers
        leg = np.polynomial.legendre.legvander(2 * x[:half] ** 2 - 1, half - 1)
        target = np.zeros(half)
        target[0] = 0.5
        self.weight = np.repeat(np.linalg.solve(leg.T, target), n_ang) * step
        self.weight = self.weight * self.jac
        self.perimeter = step * np.sqrt(self.jac[:n_ang]).sum()

    def integral(self, values):
        return float(self.weight @ values)

    def potential(self, wall_zeta, conc):
        """Newton solution of the full Poisson-Boltzmann equation."""
        n0 = conc * const.N_A
        kappa2 = 2 * n0 * const.e / (eps * thermal_voltage)
        m = self.n_ang
        wall = wall_zeta[:m] / thermal_voltage
        phi = np.zeros(self.r.size)
        for _ in range(30):
            residual = self.lap @ phi - self.jac * kappa2 * np.sinh(phi)
            matrix = self.lap - np.diag(self.jac * kappa2 * np.cosh(phi))
            residual[:m] = phi[:m] - wall
            matrix[:m] = 0.0
            matrix[np.arange(m), np.arange(m)] = 1.0
            change = np.linalg.solve(matrix, -residual)
            phi = phi + change
            if np.abs(change).max() < 1e-9 * np.abs(wall).max():
                return phi, -2 * n0 * const.e * np.sinh(phi)
        raise RuntimeError("Poisson-Boltzmann iteration did not converge")

    def flow(self, force, rel_visc=None, slip=0.0):
        """Axial velocity for an axial force density, by collocation."""
        visc = np.ones(self.r.size) if rel_visc is None else rel_visc
        m = self.n_ang
        matrix = (visc[:, None] * self.lap
                  + (self.d_r @ visc)[:, None] * self.d_r
                  + ((self.d_t @ visc) / self.r**2)[:, None] * self.d_t)
        rhs = -self.jac * force / eta
        matrix[:m] = (slip / np.sqrt(self.jac[:m]))[:, None] * self.d_r[:m]
        matrix[np.arange(m), np.arange(m)] += 1.0
        rhs[:m] = 0.0
        return np.linalg.solve(matrix, rhs)

    def pressure_flow(self):
        """Closed form: (harmonic extension of |z|^2 minus |z|^2) G/(4 eta)."""
        total = np.zeros(self.r.size, dtype=complex)
        wc = self.w.conj()
        for m in range(1, 4):
            for n in range(1, 4):
                harmonic = self.w ** (m - n) if m >= n else wc ** (n - m)
                total += (self.coef[m - 1] * np.conj(self.coef[n - 1])
                          * (harmonic - self.w**m * wc**n))
        return pressure_drop / length * scale**2 / (4 * eta) * total.real


def wall_pattern(sec):
    """Harmonic function on the section that equals zeta on the wall."""
    return zeta_mean + zeta_swing * sec.r * np.cos(sec.t)


def streaming_coefficient(sec, rho, velocity):
    return sec.integral(rho * velocity) / pressure_drop


def osmotic_coefficient(sec, velocity):
    return sec.integral(velocity) / voltage_drop


field = voltage_drop / length
gradient = pressure_drop / length
debye = np.sqrt(eps * thermal_voltage / (2 * salt * const.N_A * const.e))

# Main case on two grids
results = []
for n_rad, n_ang in ((45, 36), (65, 44)):
    sec = Section(n_rad, n_ang, shape)
    phi, rho = sec.potential(wall_pattern(sec), salt)
    u_press = sec.pressure_flow()
    u_osm = sec.flow(rho * field)
    results.append((streaming_coefficient(sec, rho, u_press),
                    osmotic_coefficient(sec, u_osm)))
stream, osmotic = results[1]
mismatch = abs(stream / osmotic - 1)
grid_shift = max(abs(results[0][i] / results[1][i] - 1) for i in (0, 1))
assert sec.slope.real.min() > 0      # the map does not fold over itself
assert mismatch < 1e-5               # limited by collocation error
assert grid_shift < 1e-4
ones = np.ones(sec.r.size)
u_check = sec.flow(gradient * ones)
assert np.abs(u_check - u_press).max() < 1e-6 * u_press.max()

# Round pore with small zeta against the Bessel-function result
disk = Section(45, 12, np.array([1.0, 0.0, 0.0]))
small_zeta = -1e-4
_, rho_disk = disk.potential(small_zeta * np.ones(disk.r.size), salt)
disk_number = osmotic_coefficient(disk, disk.flow(rho_disk * field))
ka = scale / debye
disk_formula = (-eps * small_zeta * np.pi * scale**2 / (eta * length)
                * (1 - 2 * iv(1, ka) / (ka * iv(0, ka))))
disk_error = abs(disk_number / disk_formula - 1)
assert disk_error < 1e-5

# Thin-layer limit: halving the Debye length should about halve the deficit
thin = -eps / (eta * length) * sec.integral(wall_pattern(sec))
_, rho_4 = sec.potential(wall_pattern(sec), 4 * salt)
osmotic_4 = osmotic_coefficient(sec, sec.flow(rho_4 * field))
deficit_1, deficit_4 = 1 - osmotic / thin, 1 - osmotic_4 / thin
assert 1.8 < deficit_1 / deficit_4 < 2.2

# Slip: both runs solved with the same slip length
slip_stream = streaming_coefficient(
    sec, rho, sec.flow(gradient * ones, slip=slip_length))
slip_osm = osmotic_coefficient(sec, sec.flow(rho * field, slip=slip_length))
slip_mismatch = abs(slip_stream / slip_osm - 1)
assert slip_mismatch < 1e-5

# Viscosity raised by the double-layer field, the same in both runs
psi = phi * thermal_voltage
field_sq = ((sec.d_r @ psi) ** 2 + (sec.d_t @ psi / sec.r) ** 2) / sec.jac
rel_visc = 1 + viscoelectric * field_sq
visc_stream = streaming_coefficient(
    sec, rho, sec.flow(gradient * ones, rel_visc))
visc_osm = osmotic_coefficient(sec, sec.flow(rho * field, rel_visc))
visc_mismatch = abs(visc_stream / visc_osm - 1)
assert visc_mismatch < 1e-4          # steeper fields near the wall

# Failure case: the applied voltage shifts zeta, so rho differs between runs
zeta_shift = -0.010
_, rho_shifted = sec.potential(wall_pattern(sec) + zeta_shift, salt)
broken_ratio = osmotic_coefficient(
    sec, sec.flow(rho_shifted * field)) / stream
assert broken_ratio > 1.05

# Conductance, streaming potential and neglected effects
area = sec.integral(ones)
radius = np.sqrt(area / np.pi)
bulk_cond = 2 * salt * const.N_A * const.e * ion_diffusivity / thermal_voltage
conductance = (sec.integral(bulk_cond * np.cosh(phi))
               + sec.integral(rho * u_osm) / field) / length
stream_potential = stream * pressure_drop / conductance
electric_end = conductance / (2 * bulk_cond * radius)
hydraulic_end = 3 * np.pi * radius / (8 * length)
mean_speed = sec.integral(u_press) / area
reynolds = density * mean_speed * 2 * radius / eta
mean_cond = conductance * length / area
heating = mean_cond * field**2 * radius**2 / (4 * heat_conductivity)
wall_conc = salt * np.exp(-phi.min())


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("temperature", temperature, "K", ".2f")
show("relative permittivity", eps / const.epsilon_0)
show("viscosity", eta * 1e3, "mPa s")
show("salt concentration", salt, "mM")
show("Debye length", debye * 1e9, "nm")
show("map scale a", scale * 1e9, "nm")
show("map coefficient c2", shape[1].real)
show("map coefficient |c3|", abs(shape[2]))
show("phase of c3", np.angle(shape[2]), "rad")
show("section area", area * 1e18, "nm2", ".5g")
show("section perimeter", sec.perimeter * 1e9, "nm")
show("channel length", length * 1e6, "um")
show("mean zeta in wall pattern", zeta_mean * 1e3, "mV")
show("cosine swing of zeta", zeta_swing * 1e3, "mV")
show("pressure drop", pressure_drop / 1e5, "bar")
show("voltage drop", voltage_drop, "V")
show("streaming current / pressure", stream, "A/Pa", ".8e")
show("electroosmotic flow / voltage", osmotic, "m3/(V s)", ".8e")
show("relative mismatch of the two", mismatch, "", ".1e")
show("largest shift, coarse to fine grid", grid_shift, "", ".1e")
show("streaming current at this pressure", stream * pressure_drop * 1e12, "pA")
show("electroosmotic flow at this voltage", osmotic * voltage_drop * 1e18, "fL/s")
show("mean pressure-driven speed", mean_speed * 1e3, "mm/s")
show("mean electroosmotic speed", sec.integral(u_osm) / area * 1e3, "mm/s")
show("channel conductance", conductance * 1e12, "pS")
show("open-circuit streaming potential, size", stream_potential * 1e3, "mV")
show("round pore, error against Bessel formula", disk_error, "", ".1e")
show("thin-layer coefficient", thin, "m3/(V s)", ".4e")
show("deficit below thin-layer value, 1 mM", deficit_1 * 100, "%")
show("deficit below thin-layer value, 4 mM", deficit_4 * 100, "%")
show("trial slip length", slip_length * 1e9, "nm")
show("coefficient change from slip", (slip_osm / osmotic - 1) * 100, "%")
show("mismatch with slip", slip_mismatch, "", ".1e")
show("viscoelectric constant", viscoelectric, "m2/V2")
show("largest viscosity rise at wall", (rel_visc.max() - 1) * 100, "%")
show("coefficient change from viscosity rise", (visc_osm / osmotic - 1) * 100, "%")
show("mismatch with variable viscosity", visc_mismatch, "", ".1e")
show("zeta shift in failure case", zeta_shift * 1e3, "mV")
show("flow/current coefficient ratio in failure case", broken_ratio)
show("electrical end resistance / channel", electric_end * 100, "%")
show("hydraulic end resistance / channel", hydraulic_end * 100, "%")
show("Reynolds number, pressure run", reynolds, "", ".1e")
show("Joule heating, centre above wall", heating, "K", ".1e")
show("largest counterion concentration at wall", wall_conc, "mM")
print("all tests passed")
```

Running it gives:

```
temperature: 298.15 K
relative permittivity: 78.4
viscosity: 0.89 mPa s
salt concentration: 1 mM
Debye length: 9.614 nm
map scale a: 100 nm
map coefficient c2: 0.18
map coefficient |c3|: 0.1
phase of c3: 0.9 rad
section area: 34394 nm2
section perimeter: 661.5 nm
channel length: 100 um
mean zeta in wall pattern: -50 mV
cosine swing of zeta: 15 mV
pressure drop: 1 bar
voltage drop: 1 V
streaming current / pressure: 1.05503038e-17 A/Pa
electroosmotic flow / voltage: 1.05503038e-17 m3/(V s)
relative mismatch of the two: 4.1e-12
largest shift, coarse to fine grid: 8.0e-10
streaming current at this pressure: 1.055 pA
electroosmotic flow at this voltage: 10.55 fL/s
mean pressure-driven speed: 1.517 mm/s
mean electroosmotic speed: 0.3067 mm/s
channel conductance: 6.531 pS
open-circuit streaming potential, size: 161.5 mV
round pore, error against Bessel formula: 4.9e-08
thin-layer coefficient: 1.2669e-17 m3/(V s)
deficit below thin-layer value, 1 mM: 16.73 %
deficit below thin-layer value, 4 mM: 8.58 %
trial slip length: 1 nm
coefficient change from slip: 14.12 %
mismatch with slip: 1.6e-11
viscoelectric constant: 1e-15 m2/V2
largest viscosity rise at wall: 6.931 %
coefficient change from viscosity rise: -1.185 %
mismatch with variable viscosity: 1.5e-11
zeta shift in failure case: -10 mV
flow/current coefficient ratio in failure case: 1.217
electrical end resistance / channel: 0.2078 %
hydraulic end resistance / channel: 0.1233 %
Reynolds number, pressure run: 3.6e-04
Joule heating, centre above wall: 8.7e-09 K
largest counterion concentration at wall: 12.55 mM
all tests passed
```
